\section*{When k and −k may be merged in Brillouin-zone sums, part 1}

(Sections cited here and not found follow in the second part.)

\section{The form of the odd part of a band}

A band energy is a scalar and is unchanged when all motion is reversed. The crystal momentum $\mathbf{k}$ changes sign under time reversal, and so does the exchange field $\mathbf{B}(\mathbf{r})$ produced by ordered spins. Reversing both therefore leaves the spectrum alone,
\begin{equation}
\varepsilon_n(-\mathbf{k};-\mathbf{B})=\varepsilon_n(\mathbf{k};\mathbf{B}),
\label{eq:general}
\end{equation}
with bands numbered in order of energy. The two sides refer to two different magnetic states of the crystal. A zone sum is taken in one magnetic state, and what matters for it is the odd part $\varepsilon_n^{\rm odd}(\mathbf{k};\mathbf{B})=\tfrac12[\varepsilon_n(\mathbf{k};\mathbf{B})-\varepsilon_n(-\mathbf{k};\mathbf{B})]$. Using Eq.~(\ref{eq:general}) on each term gives
\begin{equation}
\varepsilon_n^{\rm odd}(\mathbf{k};-\mathbf{B})=\tfrac12[\varepsilon_n(-\mathbf{k};\mathbf{B})-\varepsilon_n(\mathbf{k};\mathbf{B})]=-\varepsilon_n^{\rm odd}(\mathbf{k};\mathbf{B}).
\end{equation}
The odd part is odd in $\mathbf{k}$ and odd in $\mathbf{B}$. It vanishes if $\mathbf{B}=0$. It vanishes if some operation that leaves the spectrum at fixed $\mathbf{k}$ unchanged turns $\mathbf{B}$ into $-\mathbf{B}$. Without spin-orbit coupling a global rotation of $\mathbf{B}$ is such an operation, and a rotation by $\pi$ about $\hat{\mathbf{n}}$ reverses every vector perpendicular to $\hat{\mathbf{n}}$, which covers collinear and coplanar order; for three linearly independent vectors the reversal has determinant $-1$ and is no rotation. When the odd part survives, its lowest possible term for a nondegenerate band near $\mathbf{k}=0$ is $\mathbf{T}\cdot\mathbf{k}$, where $\mathbf{T}$ has the dimension of energy times length and must be a polar vector odd under time reversal; where the symmetry of the magnetic crystal allows no such vector, $\mathbf{T}=0$ and the odd part starts at third or higher odd order in $\mathbf{k}$. From an axial magnetisation direction $\hat{\mathbf{m}}$ the vector $\mathbf{T}$ can be built, for example, as $\hat{\mathbf{m}}\times\hat{\mathbf{P}}$ with a polar axis $\hat{\mathbf{P}}$, or as $\hat{\mathbf{m}}$ times a pseudoscalar in a chiral crystal. Both need broken inversion, and both need spin-orbit coupling to tie $\hat{\mathbf{m}}$ to the lattice.

\section{Hamiltonian and time reversal}

Hartree atomic units are used. The setting is a one-particle (Kohn--Sham or other mean-field) Hamiltonian for two-component spinors,
\begin{equation}
H[\mathbf{B}]=\tfrac12\mathbf{p}^2+V(\mathbf{r})+\mathbf{B}(\mathbf{r})\cdot\boldsymbol{\sigma}+\lambda\,\boldsymbol{\sigma}\cdot(\nabla V\times\mathbf{p}),
\label{eq:H}
\end{equation}
where $V$ and $\mathbf{B}$ are real, periodic in the magnetic lattice and measured in hartree, and $\lambda=\alpha^2/4=1.3313\times10^{-5}$ bohr$^2$. There is no vector potential. A nonlocal spin-independent term may be added if its kernel is real; a complex kernel, such as an orbitally polarised occupation matrix produces in DFT+$U$, is odd under time reversal in its imaginary part. Equation~(\ref{eq:general}) then holds only if the kernel is conjugated when $\mathbf{B}$ is reversed, the cases below that rest on $\mathbf{B}=0$ or $\lambda=0$ are removed, and time reversal with a translation survives only if the translation turns the kernel into its complex conjugate. Merging means keeping one point of the pair $\{\mathbf{k},-\mathbf{k}\}$ with doubled weight, while points with $\mathbf{k}\equiv-\mathbf{k}$ modulo a reciprocal lattice vector keep single weight.

Time reversal is $\Theta=UK$, with $K$ complex conjugation in the position representation and $U=-i\sigma_y$, a real matrix with $U^\dagger=i\sigma_y$. Then $\Theta^2=UU^*=U^2=-\sigma_y^2=-1$. Since $\mathbf{p}=-i\nabla$, $K\mathbf{p}K=-\mathbf{p}$. For the spin, $\Theta\sigma_a\Theta^{-1}=U\sigma_a^*U^\dagger=\sigma_y\sigma_a^*\sigma_y$. The matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, which gives $-\sigma_x$ and $-\sigma_z$; $\sigma_y$ is imaginary and commutes with itself, which gives $-\sigma_y$. In Eq.~(\ref{eq:H}) the kinetic term contains $\mathbf{p}$ twice, $V$ is real, the spin-orbit term contains one $\boldsymbol{\sigma}$ and one $\mathbf{p}$, and the exchange term contains one $\boldsymbol{\sigma}$ alone. Only the last changes sign:
\begin{equation}
\Theta H[\mathbf{B}]\Theta^{-1}=H[-\mathbf{B}].
\end{equation}
Let $H[\mathbf{B}]\psi=\varepsilon\psi$ with $\psi(\mathbf{r}+\mathbf{L})=e^{i\mathbf{k}\cdot\mathbf{L}}\psi(\mathbf{r})$ for lattice vectors $\mathbf{L}$. Because $\varepsilon$ is real, $H[-\mathbf{B}]\Theta\psi=\Theta H[\mathbf{B}]\psi=\varepsilon\,\Theta\psi$, and conjugation turns the Bloch factor into $e^{-i\mathbf{k}\cdot\mathbf{L}}$. The map is one to one, so the ordered spectra agree, which is Eq.~(\ref{eq:general}).

The local densities of the image follow directly. For the charge, $(U\psi^*)^\dagger(U\psi^*)=\psi^T\psi^*=\psi^\dagger\psi$. For the spin, $(U\psi^*)^\dagger\sigma_a(U\psi^*)=[\psi^\dagger(U^\dagger\sigma_aU)^*\psi]^*$, and $(U^\dagger\sigma_aU)^*=\sigma_y\sigma_a^*\sigma_y=-\sigma_a$ because $U$ is real; the bracket is real, so the spin density is reversed at every $\mathbf{r}$. The quantities that enter a zone sum are
\begin{equation}
n_{\mathbf{k}}(\mathbf{r})=\sum_n f(\varepsilon_{n\mathbf{k}})\,\psi_{n\mathbf{k}}^\dagger\psi_{n\mathbf{k}},\qquad
\mathbf{m}_{\mathbf{k}}(\mathbf{r})=\sum_n f(\varepsilon_{n\mathbf{k}})\,\psi_{n\mathbf{k}}^\dagger\boldsymbol{\sigma}\,\psi_{n\mathbf{k}},
\end{equation}
with $f$ the Fermi function and $\mathbf{m}$ taken as the density of $\boldsymbol{\sigma}$. Degenerate states have equal $f$, so these sums do not depend on the basis a diagonaliser picks inside a degenerate level.

In plane waves write $\mathbf{q}=\mathbf{k}+\mathbf{G}$, $\mathbf{q}'=\mathbf{k}+\mathbf{G}'$ and $V=\sum_{\mathbf{G}}V_{\mathbf{G}}e^{i\mathbf{G}\cdot\mathbf{r}}$. The operator $\mathbf{p}$ gives $\mathbf{q}'$ on the right-hand wave, and the component of $\nabla V$ that connects the two waves is $i(\mathbf{q}-\mathbf{q}')V_{\mathbf{G}-\mathbf{G}'}$. With $\mathbf{q}'\times\mathbf{q}'=0$,
\begin{equation}
H_{\mathbf{G}\mathbf{G}'}(\mathbf{k};\mathbf{B})=\tfrac12 q^2\delta_{\mathbf{G}\mathbf{G}'}+V_{\mathbf{G}-\mathbf{G}'}+\boldsymbol{\sigma}\cdot\left[\mathbf{B}_{\mathbf{G}-\mathbf{G}'}+i\lambda V_{\mathbf{G}-\mathbf{G}'}\,\mathbf{q}\times\mathbf{q}'\right].
\label{eq:pw}
\end{equation}
Conjugating $\psi=\sum_{\mathbf{G}}c_{\mathbf{G}}e^{i(\mathbf{k}+\mathbf{G})\cdot\mathbf{r}}$ and renaming $\mathbf{G}\to-\mathbf{G}$ gives the coefficients at $-\mathbf{k}$, $(\Theta c)_{\mathbf{G}}=-i\sigma_y\,c^*_{-\mathbf{G}}$. The identity holds in a truncated basis as well. Reality of the fields means $V_{-\mathbf{G}}=V^*_{\mathbf{G}}$ and $\mathbf{B}_{-\mathbf{G}}=\mathbf{B}^*_{\mathbf{G}}$, and $(-\mathbf{q})\times(-\mathbf{q}')=\mathbf{q}\times\mathbf{q}'$, so with $\mathbf{Q}=\mathbf{G}-\mathbf{G}'$
\begin{align}
UH^*_{\mathbf{G}\mathbf{G}'}(\mathbf{k};\mathbf{B})U^\dagger&=\tfrac12q^2\delta_{\mathbf{G}\mathbf{G}'}+V^*_{\mathbf{Q}}-\boldsymbol{\sigma}\cdot\left[\mathbf{B}^*_{\mathbf{Q}}-i\lambda V^*_{\mathbf{Q}}\,\mathbf{q}\times\mathbf{q}'\right]\nonumber\\
&=H_{-\mathbf{G},-\mathbf{G}'}(-\mathbf{k};-\mathbf{B}).
\end{align}
This requires the basis at $-\mathbf{k}$ to be the negative of the basis at $\mathbf{k}$, which a cutoff on $|\mathbf{k}+\mathbf{G}|$ provides.

\section{Nonmagnetic crystals}

For $\mathbf{B}=0$, $\Theta$ commutes with $H$ for any $\lambda$ and any lattice, and
\begin{equation}
\varepsilon_n(-\mathbf{k})=\varepsilon_n(\mathbf{k}),\qquad n_{-\mathbf{k}}(\mathbf{r})=n_{\mathbf{k}}(\mathbf{r}),\qquad \mathbf{m}_{-\mathbf{k}}(\mathbf{r})=-\mathbf{m}_{\mathbf{k}}(\mathbf{r}).
\end{equation}
With spin-orbit coupling and no inversion centre the bands are in general spin split and $\mathbf{m}_{\mathbf{k}}\neq0$. The doubled weight then applies only to quantities even under $\Theta$. Antiunitarity means $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, so for a Hermitian $O$ with $\Theta O\Theta^{-1}=\pm O$,
\begin{equation}
\langle\Theta\psi|O|\Theta\psi\rangle=\pm\langle\Theta\psi|\Theta O\psi\rangle=\pm\langle O\psi|\psi\rangle=\pm\langle\psi|O|\psi\rangle .
\end{equation}
Even operators contribute twice the value at $\mathbf{k}$. Odd operators, such as spin and velocity, cancel within the pair and must be set to zero. At $\mathbf{k}\equiv-\mathbf{k}$ the state $\Theta\psi$ lies at the same point. Taking $a=\Theta\psi$ and $b=\psi$ gives $\langle\Theta^2\psi|\Theta\psi\rangle=\langle\psi|\Theta\psi\rangle$, and the left side equals $-\langle\psi|\Theta\psi\rangle$, so the overlap is zero and the level is a Kramers pair. Odd operators cancel inside that pair.

\section{Collinear and coplanar magnets without spin-orbit coupling}

Let $\lambda=0$ and let a fixed unit vector $\hat{\mathbf{n}}$ satisfy $\hat{\mathbf{n}}\cdot\mathbf{B}(\mathbf{r})=0$ everywhere. Define $A=(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})\,\Theta$, time reversal followed by a spin rotation by $\pi$ about $\hat{\mathbf{n}}$, up to a phase. The anticommutator $\{\hat{\mathbf{n}}\cdot\boldsymbol{\sigma},\sigma_a\}=2n_a$ and $(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})^2=1$ give
\begin{equation}
(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})\,\sigma_a\,(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})=\left[2n_a-\sigma_a(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})\right](\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})=2n_a(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})-\sigma_a .
\label{eq:rot}
\end{equation}
With the sign from $\Theta$, $A\boldsymbol{\sigma}A^{-1}=\boldsymbol{\sigma}-2\hat{\mathbf{n}}(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})$, and hence $A\,\mathbf{B}\cdot\boldsymbol{\sigma}A^{-1}=\mathbf{B}\cdot\boldsymbol{\sigma}-2(\mathbf{B}\cdot\hat{\mathbf{n}})(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})=\mathbf{B}\cdot\boldsymbol{\sigma}$. The terms $\tfrac12\mathbf{p}^2+V$ are spin independent and even under $K$. So $A$ commutes with $H$, and it sends $\mathbf{k}$ to $-\mathbf{k}$ because it contains $K$. For $\hat{\mathbf{n}}=\hat{\mathbf{y}}$, $A=\sigma_y(-i\sigma_y)K=-iK$: a field in the $xz$ plane makes $H$ real. The spin density of $A\psi$ follows from Eq.~(\ref{eq:rot}) applied to $\Theta\psi$, whose spin density is $-\mathbf{m}$:
\begin{equation}
n_{-\mathbf{k}}=n_{\mathbf{k}},\qquad \mathbf{m}_{-\mathbf{k}}=\mathbf{m}_{\mathbf{k}}-2\hat{\mathbf{n}}(\hat{\mathbf{n}}\cdot\mathbf{m}_{\mathbf{k}}).
\label{eq:cop}
\end{equation}
For coplanar order the in-plane components double and the normal component cancels in the pair. For collinear order along $\hat{\mathbf{e}}$, Eq.~(\ref{eq:cop}) holds for two orthogonal normals $\hat{\mathbf{n}}_1,\hat{\mathbf{n}}_2\perp\hat{\mathbf{e}}$. The first says that the $\hat{\mathbf{n}}_1$ component reverses and the second that it is kept, so it is zero, and likewise for $\hat{\mathbf{n}}_2$. Then $\mathbf{m}_{-\mathbf{k}}=\mathbf{m}_{\mathbf{k}}$: the partner at $-\mathbf{k}$ has the same spin, and each spin channel is merged separately.

Spin-orbit coupling spoils $A$. With $\mathbf{w}=\nabla V\times\mathbf{p}$, odd under $K$, $A\,\boldsymbol{\sigma}\cdot\mathbf{w}A^{-1}=-\boldsymbol{\sigma}\cdot\mathbf{w}+2(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})(\hat{\mathbf{n}}\cdot\mathbf{w})$. This equals $\boldsymbol{\sigma}\cdot\mathbf{w}$ only if $\mathbf{w}$ has no component perpendicular to $\hat{\mathbf{n}}$, which a three-dimensional potential does not allow. A calculation that keeps $\mathbf{B}$ along one axis but includes the spin-orbit term therefore belongs to the next section.

The bands are thus even in $\mathbf{k}$ for nonmagnetic crystals with or without spin-orbit coupling, and for collinear and coplanar magnets without it. What remains is the general criterion, which covers noncoplanar magnets and magnets with spin-orbit coupling, together with the counting of mesh points and the error made when a forbidden merge is used.
